# Gorsky relaxation time of dilute interstitials in a bent plate

## Definitions and conventions

A plate of thickness $d$ occupies $-d/2<z<d/2$. It contains dilute interstitials with number density $c(z,t)$, initially uniform and equal to $c_0$. Their diffusivity is $D$, and each one increases the volume of the stress-free host by $\Omega$, equally in all directions. At $t=0$ the plate is bent in a time short compared with $d^2/D$, so the concentration is still uniform when bending ends. The faces are sealed, and the temperature $T$ is uniform and constant.

Tensile stress is positive, and $\sigma_h=(\sigma_x+\sigma_y+\sigma_z)/3$ is the hydrostatic stress. The host is elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$. The plate is wide compared with $d$, edge regions are ignored, and $\sigma_z=0$ because the faces are free of load.

The result to be derived is that the slowest antisymmetric redistribution mode decays as $e^{-t/\tau}$, with
$$\tau=\frac{d^2}{\pi^2D},$$
to leading order in the bending stress and in the stress that the interstitials themselves produce.

## The driving force

Hooke's law with $\sigma_z=0$ reads $E\varepsilon_x=\sigma_x-\nu\sigma_y$ and $E\varepsilon_y=\sigma_y-\nu\sigma_x$. Two ways of bending are considered.

*Held curvature.* The plate is clamped to a cylinder, so $\varepsilon_x=\kappa z$ and $\varepsilon_y=0$. The second condition gives $\sigma_y=\nu\sigma_x$. The first then gives $\sigma_x=E\kappa z/(1-\nu^2)$, and
$$\sigma_h=\frac{(1+\nu)\sigma_x}{3}=\frac{E\kappa z}{3(1-\nu)}.$$

*Constant moment.* A moment about one axis gives $\sigma_x=E\kappa_0z$ and $\sigma_y=0$, where $\kappa_0$ is the initial elastic curvature. The plate is free to curve in the other direction, and $\sigma_h=E\kappa_0z/3$. This case requires a width that is large compared with $d$ but no larger than about $\sqrt{d/\kappa_0}$, which is about 1.6 cm for the thickness and surface strain of the worked example. In a wider plate the transverse curvature is increasingly suppressed away from the edges, and the constant-moment results for stress and self-stress below no longer apply as written. The leading $\tau$ is unaffected.

Adding an interstitial strains the host by equal amounts along the three axes, so the stress does work $\Omega\sigma_h$. For an ideal dilute solution the chemical potential is therefore
$$\mu=\mu_0+kT\ln c-\Omega\sigma_h .$$
Tension lowers $\mu$ and attracts interstitials. With mobility $D/kT$, the flux is
$$J=-\frac{Dc}{kT}\frac{\partial\mu}{\partial z}=-D\left(\frac{\partial c}{\partial z}-\beta c\right),\qquad \beta=\frac{\Omega}{kT}\frac{d\sigma_h}{dz}. \tag{1}$$
For now $\beta$ contains the bending stress alone. It is then a constant, because that stress is linear in $z$. Conservation and sealed faces require
$$\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial z},\qquad J(\pm d/2,t)=0. \tag{2}$$

## First derivation: modes of the concentration

Write $c=c_0+u$. The drift term in (1) is $\beta c_0+\beta u$. Since $u$ is at most of order $c_0\beta d/2$, the second part is smaller than the first by a factor of order $\beta d/2$. Dropping it leaves
$$J=-D\left(\frac{\partial u}{\partial z}-\beta c_0\right),\qquad
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2},\qquad
\left.\frac{\partial u}{\partial z}\right|_{\pm d/2}=\beta c_0 .$$
A constant drift drops out of the interior equation and acts through the boundary conditions. The final state has zero flux everywhere and, by conservation, zero mean excess. It is $u_\infty=c_0\beta z$.

The deviation $v=u-c_0\beta z$ obeys the diffusion equation with $\partial v/\partial z=0$ at both faces. It starts as $v(z,0)=-c_0\beta z$, which is odd. Equation and boundary conditions are unchanged by $z\to-z$, so $v$ remains odd.

Try $v=Z(z)e^{-\lambda t}$, so that $DZ''=-\lambda Z$. Multiplying by $Z$ and integrating by parts gives
$$\lambda\int Z^2dz=D\int (Z')^2dz,$$
because $Z'$ vanishes at the faces. Hence $\lambda\ge0$. The value $\lambda=0$ requires a constant $Z$, which is not odd. The odd solutions are $Z=\sin qz$ with $\lambda=Dq^2$, and zero slope at the faces requires $\cos(qd/2)=0$:
$$q_m=\frac{(2m+1)\pi}{d},\qquad \lambda_m=\frac{(2m+1)^2\pi^2D}{d^2},\qquad m=0,1,2,\ldots$$
The smallest rate is $\lambda_0=\pi^2D/d^2=1/\tau$. Its mode, $\sin(\pi z/d)$, fits half a wavelength into the plate, with the largest excess at one face and the largest deficit at the other.

The amplitudes show how far this one mode represents the whole response. Integration by parts, with $\cos(q_md/2)=0$, gives
$$\int_{-d/2}^{d/2}z\sin q_mz\,dz=\frac{2\sin(q_md/2)}{q_m^2}=\frac{2(-1)^m}{q_m^2}.$$
Each mode has squared norm $d/2$, so
$$v=-c_0\beta\sum_m\frac{4(-1)^m}{d\,q_m^2}\sin(q_mz)\,e^{-\lambda_mt}.$$
The plate bends in response to the first moment $M=\int zu\,dz$, whose final value is $M_\infty=c_0\beta d^3/12$. Multiplying the series by $z$ and integrating uses the same integral again:
$$M=M_\infty-c_0\beta\,\frac8d\sum_m\frac{e^{-\lambda_mt}}{q_m^4}.$$
Division by $M_\infty$ gives the normalized response
$$F(t)=\frac{M}{M_\infty}=1-\frac{96}{\pi^4}\sum_{m=0}^{\infty}\frac{e^{-(2m+1)^2t/\tau}}{(2m+1)^4}. \tag{3}$$
The slowest mode carries $96/\pi^4=0.9855$ of the total. The response is thus nearly, but not strictly, a single exponential.

## Second derivation: modes of the flux

This route keeps the full drift term $\beta c$ and follows $J$ instead of $c$. Differentiate (1) with respect to time at constant $\beta$, then replace $\partial c/\partial t$ by $-\partial J/\partial z$:
$$\frac{\partial J}{\partial t}
=-D\left(\frac{\partial}{\partial z}-\beta\right)\frac{\partial c}{\partial t}
=D\left(\frac{\partial^2J}{\partial z^2}-\beta\frac{\partial J}{\partial z}\right).$$
The boundary condition is now simply $J=0$. The first derivative is removed by setting $J=e^{\beta z/2}g$. Then
$$J'=e^{\beta z/2}\left(g'+\tfrac{\beta}{2}g\right),\qquad
J''=e^{\beta z/2}\left(g''+\beta g'+\tfrac{\beta^2}{4}g\right).$$
In $J''-\beta J'$ the terms in $g'$ cancel, and the terms in $g$ combine to $\beta^2/4-\beta^2/2=-\beta^2/4$. Therefore
$$\frac{\partial g}{\partial t}=D\left(\frac{\partial^2g}{\partial z^2}-\frac{\beta^2}{4}g\right),\qquad g(\pm d/2,t)=0.$$
The modes are $g_n=\sin[n\pi(z+d/2)/d]$ with $n=1,2,\ldots$, and their rates are
$$\Lambda_n=D\left(\frac{n^2\pi^2}{d^2}+\frac{\beta^2}{4}\right). \tag{4}$$
A state without flux is stationary, so every decaying state appears in this list. The slowest has $n=1$ and
$$\frac1{\Lambda_1}=\frac{\tau}{1+(\beta d/2\pi)^2}\;\longrightarrow\;\tau\qquad(\beta d\to0).$$

The parity also follows. For $n=1$, $g_1=\cos(\pi z/d)$. As $\beta d\to0$ the flux itself has this even shape, and (2) makes the concentration change proportional to $-\partial J/\partial z\propto\sin(\pi z/d)$. This is the antisymmetric mode found before. At finite $\beta$ the factor $e^{\beta z/2}$ mixes parities, and the word "antisymmetric" applies in the limit.

The weights can be recovered independently. Multiplying (2) by $z$ and integrating by parts gives $dM/dt=\int J\,dz$. Just after bending, the uniform concentration carries the flux $D\beta c_0$ throughout the interior. To leading order in $\beta$, its expansion in functions that vanish at the faces is
$$J=D\beta c_0\sum_m\frac{4(-1)^m}{(2m+1)\pi}\cos(q_mz)\,e^{-\lambda_mt}.$$
Since $\int\cos q_mz\,dz=2(-1)^m/q_m$,
$$\frac{dM}{dt}=D\beta c_0\sum_m\frac{8d}{(2m+1)^2\pi^2}e^{-\lambda_mt}.$$
Integrating from $M(0)=0$ divides each term by $\lambda_m$ and produces $1-e^{-\lambda_mt}$. The coefficients become $8c_0\beta d^3/[\pi^4(2m+1)^4]$, which reproduces (3).

Equation (4) was tested where the drift matters. At $\beta d=3$ it gives a rate of $12.1196\,D/d^2$, while diagonalizing the flux law on a grid of 200 cells gives $12.1192\,D/d^2$. This tests the formula, not a reachable state: for the niobium values used below, $\beta d=3$ would need a surface hydrostatic stress of about 2 GPa, far beyond yield.

## What each derivation assumes

Both derivations assume sealed faces, a uniform temperature, one-dimensional transport and a bending stress that is linear in $z$.

The first needs a small drift, $|\beta d|/2\ll1$, because it drops a term of that relative size. In return, it needs the transport law only near $c_0$. Changes in the chemical potential that are proportional to $u$ can therefore be included, as is done below for self-stress and for interactions.

The second allows any constant $\beta$, but needs the ideal dilute law with the same $D$ at every concentration reached. It shows that the rate has no correction linear in $\beta$. Reversing the bend cannot change the relaxation time, and the first correction is $(\beta d/2\pi)^2$. At $|\beta d|=2\pi$ the rate is doubled, and $\tau$ is no longer a useful estimate.

## Stress made by the interstitials

An excess $u$ produces a free strain $\Omega u/3$ in each direction. At held curvature the total strain cannot follow it. An odd $u$ produces no net force, so the mean strain does not change either. Equal stresses in the two in-plane directions satisfy $(1-\nu)\sigma/E=-\Omega u/3$, and the hydrostatic part is
$$\frac{2\sigma}{3}=-\frac{2E\Omega u}{9(1-\nu)}.$$
Inserted in the flux and linearized, this gives
$$J=-D\left[(1+\chi)\frac{\partial u}{\partial z}-\beta c_0\right],\qquad \chi=\frac{2E\Omega^2c_0}{9(1-\nu)kT}.$$
The relaxation time becomes $\tau/(1+\chi)$, because accumulated interstitials compress their own surroundings and are pushed back.

At constant moment the plate can bend further, by an extra curvature $\kappa_s$ in both directions. Zero added moment requires $\int z(\kappa_sz-\Omega u/3)\,dz=0$, hence $\kappa_s=4\Omega M/d^3$. The self-stress is then proportional to $u-12Mz/d^3$, and
$$J=-D\left[\frac{\partial u}{\partial z}+\chi\left(\frac{\partial u}{\partial z}-\frac{12M}{d^3}\right)-\beta c_0\right].$$
A linear profile $u\propto z$ makes the bracket multiplying $\chi$ vanish: it bends the plate without stressing it.

To find the rate, take the deviation $v$ from the final state, let $M$ denote its moment, and project on $\varphi=\sin(\pi z/d)$ with $A=\int\varphi v\,dz$. Conservation and $J=0$ at the faces give $dA/dt=\int\varphi'J\,dz$, where $J$ is the expression above with $u$ replaced by $v$ and without the term $\beta c_0$. One more integration by parts, using $\varphi'=0$ at the faces and $\varphi''=-(\pi^2/d^2)\varphi$, gives $\int\varphi'v'dz=(\pi^2/d^2)A$. Also $\int\varphi'dz=2$. In the term already multiplied by $\chi$, the unperturbed shape $v=a\varphi$ suffices for first order. It has $M=2ad^2/\pi^2$ and $A=ad/2$, so $M=4dA/\pi^2$. Thus
$$\frac{dA}{dt}=-D\left[(1+\chi)\frac{\pi^2}{d^2}-\chi\frac{96}{\pi^2d^2}\right]A
=-\frac1\tau\left[1+\chi\left(1-\frac{96}{\pi^4}\right)\right]A .$$
The correction nearly cancels because the slowest mode is nearly linear in $z$, in the sense measured by its 0.9855 share of the moment.

The final states give the size of the effect. At constant moment, $u_\infty=c_0\beta z$ with $\beta=\Omega E\kappa_0/(3kT)$, so $\kappa_s=\Omega c_0\beta/3$ and
$$\frac{\kappa_s}{\kappa_0}=\frac{E\Omega^2c_0}{9kT}.$$
At held curvature, $u_\infty=c_0\beta z/(1+\chi)$. Dividing the stress $E\Omega u_\infty/[3(1-\nu)]$ that is lost by the initial $E\kappa z/(1-\nu^2)$ gives a fractional drop in moment of $\chi(1+\nu)/[2(1+\chi)]$.

## A second case: open faces

Suppose instead that each face stays in equilibrium with a reservoir at the original chemical potential. The face concentration then takes its final value at once, and the deviation obeys $v=0$ there. The odd modes require $\sin(qd/2)=0$, and the slowest is $\sin(2\pi z/d)$, with rate $4\pi^2D/d^2$. At the same $D$ and $d$, the slowest odd time is $\tau/4$. The mode $\sin(2n\pi z/d)$ carries the share $6/(\pi^2n^2)$ of the moment, so the slowest carries only 0.61 and the response is far from a single exponential. An even mode $\cos(\pi z/d)$ with rate $\pi^2D/d^2$ also exists, but the odd drive does not excite it at first order.

## Worked example: hydrogen in niobium

Take a plate 0.50 mm thick at 300 K, with 0.20 % hydrogen per metal atom. Rough typical material values are $E=105$ GPa, $\nu=0.40$, $\Omega=0.0030$ nm³ and $D=5.0\times10^{-4}\,e^{-0.11\,\mathrm{eV}/kT}$ cm²/s. With $kT=0.02585$ eV, $D=7.10\times10^{-6}$ cm²/s, and
$$\tau=\frac{(0.050\ \mathrm{cm})^2}{9.870\times7.10\times10^{-6}\ \mathrm{cm^2/s}}\approx35.7\ \mathrm{s}\approx0.6\ \mathrm{min}.$$

After one $\tau$, equation (3) gives $F=0.637$. At $0.1\tau$, the slowest mode alone would give $1-0.9855e^{-0.1}=0.108$, whereas the full sum is 0.103. The faster modes are visible at early times; the next one decays in $\tau/9\approx4.0$ s.

For a surface strain of 0.050 %, the held plate has a surface hydrostatic stress of 29.2 MPa. Then $\beta d=2\Omega\sigma_h(d/2)/kT=0.042$, and the tensile face gains about 2.1 % in concentration. Finite drift raises the rate by $(0.042/2\pi)^2$, or about 0.005 %.

The curvature gain at constant moment is 0.28 %. Since $\chi$ is this fraction times $2/(1-\nu)$, $\chi=0.0095$. Self-stress therefore raises the rate by 0.95 % at held curvature, but by about 0.014 % at constant moment. The second figure is the residue of a near-cancellation and holds for widths well below $\sqrt{d/\kappa_0}$; at that width it is roughly 0.012 to 0.013 %. The moment drop at held curvature is 0.66 %.

Hydrogen atoms also block sites and attract one another. A mean-field estimate uses
$$\mu=kT\ln\frac{x}{x_m-x}-ax$$
at zero stress, where $x$ is hydrogen per metal atom and $x_m$ its saturation value in this model. The slope is $kTx_m/[x(x_m-x)]-a$. Its minimum lies at $x_m/2$ and vanishes at the critical temperature $T_c$, so $x_c=x_m/2$ and $a=2kT_c/x_c$. The gradient term in the flux is multiplied by
$$f=\frac{x}{kT}\frac{d\mu}{dx}=\frac1{1-x/x_m}-\frac{ax}{kT}.$$
The rough critical values $T_c=440$ K and $x_c=0.31$ give $x_m=0.62$, which is a fitted parameter and not the real saturation limit of niobium, and $f=0.984$. If $D$ is the dilute-limit value and the mobility is unchanged, $f$ and self-stress together give 35.9 s at held curvature and 36.3 s at constant moment. If $D$ was measured as a chemical diffusivity at this composition and zero stress, it already contains $f$. The same factor changes the final states: the curvature gain is divided by $f$ and becomes 0.29 %, and the moment drop becomes $\chi(1+\nu)/[2(f+\chi)]=0.67$ %.

For a real plate, the assumption with the greatest leverage among those sized here is that of sealed faces: open faces would shorten the slowest odd time to 8.9 s. The temperature also matters: $D$ changes by 1.4 % per kelvin, so an error of about 1 K shifts the time roughly as much as the factor $f$ does. The rough activation energy matters much more: a change of 0.005 eV either way moves $\tau$ to 29 or 43 s, so the times quoted above serve to compare corrections and are not absolute predictions. Heat flow across the bent plate obeys the same equation with insulated faces; with a rough thermal diffusivity of 0.2 cm²/s it relaxes in 1.3 ms, well separated from $\tau$. Niobium crystals are elastically anisotropic. Using 80 or 150 GPa in the isotropic formula changes the curvature gain to 0.22 or 0.41 %, while the leading $\tau$ contains no elastic constant. At held curvature $\chi$ follows the biaxial modulus of the plate plane and, with rough single-crystal constants, ranges from about 0.008 for a (111) plate to 0.013 for a (100) plate. The hydrogen content is 5 % of a rough hydride limit of 0.04 per metal atom. The surface bending stress of 62.5 MPa is about 0.6 of a rough yield stress of 100 MPa, so doubling the strain could already add plastic creep to the signal. The von Mises stress is 54.5 MPa, so a soft, high-purity annealed plate with a yield stress near 50 MPa would need a smaller strain than the one chosen here. Trapping at impurities is not included and would require a separate estimate. The numerical output below lists the remaining values.

## Computed values

```
INPUTS (material values rough, hydrogen in niobium)
temperature = 300 K, kT = 0.02585 eV
thickness d = 0.50 mm
Young modulus = 105 GPa, Poisson ratio = 0.40
volume per hydrogen Omega = 0.0030 nm^3
metal atom density = 56 nm^-3
hydrogen per metal atom = 0.20 %
concentration c0 = 1.120e+20 cm^-3
diffusivity prefactor = 5.0e-04 cm^2/s
activation energy = 0.11 eV
surface strain = 0.050 %
curvature = 2.000 m^-1
MAIN RESULT
diffusivity D = 7.097e-06 cm^2/s
tau = d^2/(pi^2 D) = 35.69 s = 0.595 min
tau from late decay of full drift equation = 35.69 s
next odd mode, tau/9 = 3.97 s
grid rate of slowest mode = 9.86940 D/d^2
pi^2 = 9.86960
share of slowest mode in first moment = 0.98553
t = 0.1 tau = 3.57 s: response, full equation = 0.1032, series = 0.1032
t = 0.5 tau = 17.85 s: response, full equation = 0.4021, series = 0.4021
t = 1.0 tau = 35.69 s: response, full equation = 0.6374, series = 0.6374
t = 2.0 tau = 71.39 s: response, full equation = 0.8666, series = 0.8666
t = 3.0 tau = 107.08 s: response, full equation = 0.9509, series = 0.9509
t = 4.0 tau = 142.77 s: response, full equation = 0.9820, series = 0.9819
open faces: slowest odd rate / sealed rate = 4.000
open faces: slowest odd time = 8.92 s
DRIVING FORCE AND STRENGTH
surface hydrostatic stress, held = 29.17 MPa
beta*d, held curvature = 0.04225
beta*d, constant moment = 0.02535
surface enrichment, held, linear = 2.113 %
curvature gain at constant moment = 0.2839 %
same, self-consistent profile = 0.2839 %
moment drop at held curvature = 0.6563 %
same, self-consistent profile = 0.6563 %
NEGLECTED EFFECTS
test drift 3.0: rate = 12.1192 D/d^2, formula = 12.1196 D/d^2
finite drift raises rate by 0.00452 %
self-stress parameter chi = 0.00946
self-stress raises rate, held = 0.9464 %
self-stress raises rate, moment = 0.01355 %
critical point (rough) = 440 K at H/metal 0.31
thermodynamic factor = 0.98431
tau with factor and self-stress, held = 35.92 s
tau with factor and self-stress, moment = 36.26 s
change of D per kelvin = 1.42 %
thermal diffusivity (rough) = 0.2 cm^2/s
thermoelastic relaxation time = 1.27 ms
curvature gain for E = 80 and 150 GPa = 0.216 and 0.406 %
surface bending stress, held = 62.5 MPa
rough yield stress = 100 MPa, stress/yield = 0.625
rough hydride limit H/metal = 0.04, content/limit = 0.050
```
